# Why a stored density is not enough for hybrid band structures

**Q.** I have a converged hybrid calculation for an insulator and want its bands along a line in the Brillouin zone. With a semilocal functional I read the stored density, build the Hamiltonian at each new \(\mathbf k\), and diagonalize once. I intend to do the same here. The density is converged, so what could be missing?

**A.** Let us look at what your semilocal run takes from the file. In Hartree atomic units, with plane waves \(\mathbf k+\mathbf G\), its matrix is

\[
H_{\mathbf G\mathbf G'}(\mathbf k)=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+v[n](\mathbf G-\mathbf G').
\]

The potential \(v[n]\) contains the external part and the Hartree and LDA or GGA exchange-correlation parts, which are explicit functionals of \(n(\mathbf r)\). (A meta-GGA would also need the kinetic-energy density.) The new \(\mathbf k\) enters through the kinetic energy alone, so the density suffices. (I assume a local external potential; a nonlocal pseudopotential adds a known function of \(\mathbf k\).)

A hybrid adds \(a\) times the Fock operator. For a closed shell it acts within each spin as

\[
V_x(\mathbf r,\mathbf r')=-\frac{\gamma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad
\gamma(\mathbf r,\mathbf r')=\sum_{\mathbf q}\psi_{\mathbf q}(\mathbf r)\psi^*_{\mathbf q}(\mathbf r').
\]

I take one doubly occupied band; with more, the sum also runs over bands. The density is the diagonal, \(n(\mathbf r)=2\gamma(\mathbf r,\mathbf r)\). The operator needs the off-diagonal part, which the density file does not hold.

**Q.** But the ground-state density is supposed to determine everything. Is the off-diagonal part not fixed by the diagonal?

**A.** An existence theorem may tie the ground-state orbitals to the density, but it gives no formula for \(\gamma\) in terms of \(n\). The density alone, without the condition that the orbitals solve your Hamiltonian, does not fix \(\gamma\). Here is a second set of orbitals with your density:

\[
\tilde\psi_{\mathbf q}(\mathbf r)=\sqrt{\frac{n(\mathbf r)}{2N_q}}\;e^{i\mathbf q\cdot\mathbf r}.
\]

There are \(N_q\) mesh points and the orbitals live in a supercell of volume \(V=N_q\Omega\), where \(\Omega\) is the cell volume. Each cell holds two electrons, so \(\int_V n/(2N_q)=1\) and the orbitals are normalized. For \(\mathbf q\ne\mathbf q'\) the overlap is a periodic function times \(e^{i(\mathbf q'-\mathbf q)\cdot\mathbf r}\); the phases summed over the cells give zero. Finally,

\[
2\sum_{\mathbf q}|\tilde\psi_{\mathbf q}|^2=2N_q\,\frac{n}{2N_q}=n .
\]

The density is the same, yet \(\tilde\gamma\) generally differs from \(\gamma\), and so does the exchange energy

\[
E_x=-\int\!\!\int\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\]

The prefactor is \(\tfrac12\) for double counting times 2 for spin.

**Q.** Is the difference visible in an actual crystal?

**A.** Take a model: a simple cubic cell of edge 6 bohr, two electrons, and an external potential \(-2v_0\sum_i\cos(bx_i)\) with \(v_0=0.30\) hartree and \(b=2\pi/6=1.0472\) bohr\(^{-1}\). The Hamiltonian has Hartree, 75% Slater exchange and \(a=0.25\) of Fock exchange, with no correlation. The basis is a fixed set of 81 plane waves, which is part of the model and not a converged limit.

On a \(5\times5\times5\) mesh, compare the expectation value of \(V_x\) in the \(\mathbf q=0\) orbital, each set in its own operator. If \(\tilde\gamma\) equalled \(\gamma\), the two \(\mathbf q=0\) orbitals would agree up to a phase and so would these values. For the true orbitals the mixed value is \(-3.9997\) eV (first row of the table further on), so the full value is \(-3.9997/0.25=-15.999\) eV. For the substitute set it is \(-16.199\) eV. The difference is 0.20 eV. This substitute value is the \(\mathbf q=0\) term alone, not the zone average that gives the energy per cell, so it must not be compared with the \(-16.141\) eV per cell of the true orbitals. The zone average for the substitute set is \(-13.96\) eV per cell, so its exchange energy is weaker by about 2.2 eV. (The numerical output labels it an exchange energy per cell; disregard that label and the "same-density energy difference" printed after it.) Both values use the same finite mesh and the same Coulomb kernel, cut off at 15 bohr. The size of the \(\mathbf q=0\) difference depends strongly on the mesh (about 0.55 eV on \(3\times3\times3\), 0.08 eV on \(7\times7\times7\)), so 0.20 eV belongs to this mesh and not to the infinite crystal. The difference still shows that equal densities can give unequal density matrices, and hence unequal Fock operators. It does not measure the error of your planned run.

**Q.** Then what would my planned run produce?

**A.** With the density alone you can build a local Hamiltonian, for instance with 100% Slater exchange in place of the hybrid mixture. In this model, at \(X=(\tfrac12,0,0)b\), that gives a direct gap of 12.45 eV, while the hybrid operator gives 15.11 eV. The density came from the hybrid calculation in both cases. The missing 2.66 eV belongs to the operator, and converging the density further will not restore it.

The density is still a good starting guess for a new self-consistent hybrid calculation, because that calculation generates its own orbitals.

**Q.** So hybrid bands can never be done non-self-consistently?

**A.** They can, if you store the right object. Once the occupied orbitals on the mesh are converged, \(\gamma\) is known, and \(V_x\) is a fixed linear operator that can be applied to a Bloch function of any \(\mathbf k\). Write

\[
\psi_{\mathbf q}=V^{-1/2}\sum_{\mathbf p}c_{\mathbf q}(\mathbf p)e^{i(\mathbf q+\mathbf p)\cdot\mathbf r}
\]

and take the matrix element between normalized plane waves \(\mathbf k+\mathbf G\) and \(\mathbf k+\mathbf G'\). Each term contains

\[
\int\!\!\int \frac{e^{-i(\mathbf k+\mathbf G-\mathbf q-\mathbf p)\cdot\mathbf r}\,e^{i(\mathbf k+\mathbf G'-\mathbf q-\mathbf p')\cdot\mathbf r'}}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\]

Set \(\mathbf s=\mathbf r-\mathbf r'\). The integral over \(\mathbf s\) gives \(v(\mathbf K)=4\pi/K^2\) with \(\mathbf K=\mathbf k+\mathbf G-\mathbf q-\mathbf p\). The remaining integral over the supercell gives \(V\) if \(\mathbf G-\mathbf p=\mathbf G'-\mathbf p'\), and zero otherwise. Call this common vector \(\mathbf D\). The normalization contributes \(1/V^2\), one factor \(V\) cancels, and

\[
X_{\mathbf G\mathbf G'}(\mathbf k)=-\frac1V\sum_{\mathbf q,\mathbf D}v(\mathbf k-\mathbf q+\mathbf D)\,c_{\mathbf q}(\mathbf G-\mathbf D)\,c^*_{\mathbf q}(\mathbf G'-\mathbf D).
\]

The band point \(\mathbf k\) need not be on the mesh, but the sum over \(\mathbf q\) runs over all of it. Evaluating the same exchange by Fourier transforms in a supercell, for one state of a \(3\times3\times3\) mesh and with the Coulomb kernel cut off at half the supercell edge (derived below), gives \(-16.075893\) eV by both routes.

Equivalently, you can add the band points to the self-consistent run with zero weight. They then contribute neither to \(n\) nor to \(\gamma\), and at convergence they see this same operator.

**Q.** My code stores only the symmetry-irreducible wedge, with weights. That works for the density, after symmetrization. Can I weight the Fock sum in the same way?

**A.** Not at a general \(\mathbf k\). The summand depends on \(\mathbf k-\mathbf q\), and rotating \(\mathbf q\) without rotating \(\mathbf k\) changes it. You may store the wedge, but you must unfold it first. For a rotation \(S\) that leaves the crystal unchanged, without a fractional translation, a nondegenerate band obeys

\[
c_{S\mathbf q}(S\mathbf G)=c_{\mathbf q}(\mathbf G)
\]

up to a phase, which cancels in \(\gamma\).

At \(X\), the valence expectation value of \(aV_x\) is \(-4.02\) eV with the full mesh and \(-6.86\) eV with weighted, unrotated wedge points. Part of the reason can be counted. The wedge point \((0.4,0,0)b\) represents six mesh points: \(\pm0.4b\) along each axis. Two of these lie \(0.1b\) from \(X\), modulo a reciprocal vector. The unrotated sum places all six there, so four distant points are given a large Coulomb factor they should not have.

**Q.** Suppose I unfold the mesh. My code omits the term \(\mathbf K=0\) and adds a constant correction for it. Along the band path \(\mathbf K\) is never zero except at mesh points, so I can drop the correction there, can I not?

**A.** That replaces an infinite term by a very large one. For an occupied state with periodic part \(u_{\mathbf k}\), the expectation value of \(V_x\) is

\[
x(\mathbf k)=-\frac{4\pi}{V}\sum_{\mathbf q,\mathbf D}\frac{F(\mathbf K)}{K^2},\qquad
F(\mathbf K)=\Big|\sum_{\mathbf G}c^*_{\mathbf k}(\mathbf G)c_{\mathbf q}(\mathbf G-\mathbf D)\Big|^2,
\]

with \(\mathbf K=\mathbf k-\mathbf q+\mathbf D\). When \(\mathbf q\) approaches \(\mathbf k\) and \(\mathbf D=0\), the overlap tends to one, so \(F\approx1-gK^2\). (At general \(\mathbf k\), \(g\) depends on direction.) If \(\mathbf k\) lies a small distance \(\delta k\) from a mesh point, one term of the sum is close to \(-4\pi/(V\delta k^2)\).

For the \(5\times5\times5\) mesh, \(V=125\times216=27000\) bohr\(^3\). At \(\delta k=0.01b=0.010472\) bohr\(^{-1}\),

\[
-\frac{4\pi a}{V\delta k^2}=-\frac{3.1416}{27000\times1.0966\times10^{-4}}=-1.061\ \text{hartree}=-28.87\ \text{eV}.
\]

The valence level would plunge by tens of electronvolts next to a mesh point.

**Q.** The infinite crystal surely has no such spike. Where does it come from physically?

**A.** From periodic images. Let \(\mathbf L\) be the supercell translations and \(L\) the supercell edge. Mesh points satisfy \(e^{i\mathbf q\cdot\mathbf L}=1\), so the density matrix built from them repeats, \(\gamma(\mathbf r,\mathbf r'+\mathbf L)=\gamma(\mathbf r,\mathbf r')\). In an infinite insulator it decays with distance. A Bloch function at your new point obeys \(\phi_{\mathbf k}(\mathbf r'+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\phi_{\mathbf k}(\mathbf r')\). Folding the integral over all space into one supercell gives

\[
(V_x\phi_{\mathbf k})(\mathbf r)=-\int_V\gamma(\mathbf r,\mathbf r')\phi_{\mathbf k}(\mathbf r')\sum_{\mathbf L}\frac{e^{i\mathbf k\cdot\mathbf L}}{|\mathbf r-\mathbf r'-\mathbf L|}\,d\mathbf r'.
\]

The term \(\mathbf L=0\) is the wanted exchange. For the others, \(\gamma\) is concentrated near \(\mathbf r'=\mathbf r\), so the distance is roughly \(|\mathbf L|\), and \(\gamma\) acting on an occupied state returns that state. The spurious energy is therefore approximately

\[
\xi(\mathbf k)=-\sum_{\mathbf L\ne0}\frac{e^{i\mathbf k\cdot\mathbf L}}{|\mathbf L|}.
\]

On a mesh point all phases are one and the sum diverges; omitting \(\mathbf K=0\) amounts to adding a neutralizing background. Slightly off the mesh, the phases cancel only over very long distances, which makes the sum finite but huge.

**Q.** How do I evaluate \(\xi\) without a slowly convergent lattice sum?

**A.** Compare the mesh sum with the integral it stands for. In the infinite crystal, \(\frac1V\sum_{\mathbf K}\) becomes \(\int d^3K/(2\pi)^3\). Subtract and add \(e^{-\beta K^2}/K^2\), which has the same singularity as \(F/K^2\):

\[
x_\infty=-4\pi\!\int\!\frac{d^3K}{(2\pi)^3}\frac{F-e^{-\beta K^2}}{K^2}-4\pi\!\int\!\frac{d^3K}{(2\pi)^3}\frac{e^{-\beta K^2}}{K^2}.
\]

The second integral, without its minus sign, is

\[
\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^\infty e^{-\beta K^2}dK=\frac2\pi\cdot\frac12\sqrt{\frac\pi\beta}=\frac1{\sqrt{\pi\beta}}.
\]

The first integrand is bounded, so the mesh may sample it. If \(\mathbf K=0\) occurs, its value there is the limit \(\beta-g\), because \(F-e^{-\beta K^2}\approx(\beta-g)K^2\). Let a prime mean that \(\mathbf K=0\) is omitted, and let \(\eta=1\) on a mesh point and 0 elsewhere. Then

\[
x_\infty\approx x_{\rm bare}(\mathbf k)-\xi(\mathbf k)+\frac{4\pi g}{V}\eta,
\]

\[
\xi(\mathbf k)=\frac1{\sqrt{\pi\beta}}-\frac{4\pi}{V}\Big[\sum_{\mathbf K}{}'\frac{e^{-\beta K^2}}{K^2}-\beta\eta\Big].
\]

The usual correction drops the \(g\) term. The width parameter must satisfy \(\sqrt\beta\ll L\), so that the Gaussian spans many points of the \(\mathbf K\) lattice.

The two forms of \(\xi\) can be compared at \(R=(\tfrac12,\tfrac12,\tfrac12)b\). With an odd mesh, each supercell step changes the sign of \(e^{i\mathbf k\cdot\mathbf L}\), and the real-space sum becomes one over alternating charges. Both sums give \(L\xi=1.747565\). At a mesh point \(L\xi=2.837297\).

**Q.** Those two numbers differ, yet my code applies one constant everywhere.

**A.** That is the inconsistency. Near a mesh point, the term \(\mathbf K=\delta\mathbf k\) in the bracket is \(e^{-\beta\delta k^2}/\delta k^2\approx1/\delta k^2-\beta\). Its \(-\beta\) matches the one present on the mesh, so

\[
\xi(\mathbf k)=\xi(0)-\frac{4\pi}{V\delta k^2}+O(\delta k^2).
\]

The correction contains the same pole as the bare sum. Evaluated at the same \(\mathbf k\), it removes the spike; frozen at its mesh value, it leaves the spike in place.

Here are valence expectation values of \(aV_x\), in eV, along \((k_x,0,0)\). The states come from the truncated-kernel operator that I shall derive next, and its values serve as the reference.

| \(k_x/b\) | truncated | bare | bare \(-a\xi(0)\) | bare \(-a\xi(\mathbf k)\) |
|---:|---:|---:|---:|---:|
| 0.00 | −3.9997 | −3.3579 | −4.0013 | −4.0013 |
| 0.01 | −3.9998 | −32.2295 | −32.8729 | −3.9997 |
| 0.03 | −3.9999 | −6.5739 | −7.2173 | −3.9998 |
| 0.10 | −4.0011 | −3.8254 | −4.4688 | −4.0010 |

At \(0.01b\) the pieces can be added. The first row gives \(a\xi(0)=4.0013-3.3579=0.643\) eV. Then \(-4.000+0.643-28.872=-32.229\) eV, which is the bare value to within about a millielectronvolt.

At \(0.10b\), halfway between mesh points, there is no dramatic spike, but the constant correction is still wrong by \(-0.47\) eV relative to the reference. Such an error could pass for real dispersion. The one-pole formula does not suffice there: it gives \(-28.87/100=-0.29\) eV. Two mesh points are equally close, but doubling the pole overshoots to \(-0.58\) eV, so the rest of the lattice sum matters too. The full \(\xi(\mathbf k)\) accounts for the \(-0.47\) eV.

The first row also shows the dropped \(g\) term. The corrected value is 1.6 meV too low, and the formula says it should be low by \(4\pi ag/V\). From the pole above, \(4\pi a/V=28.87\times1.0966\times10^{-4}=3.17\times10^{-3}\) eV bohr\(^{-2}\), which would imply \(g\approx0.5\) bohr\(^2\). I infer \(g\) here; it was not computed separately. Since this error scales as \(1/V\), a denser mesh reduces it.

**Q.** Should I apply the same shift to the conduction bands?

**A.** No. An empty state at \(\mathbf k\) is orthogonal to the occupied state at the same \(\mathbf k\). For a nearby \(\mathbf q\) their overlap is proportional to \(K\), its square to \(K^2\), and this cancels the \(1/K^2\). What remains is finite, may depend on direction, and is of order \(1/V\). At \(0.01b\) the bare and truncated values for the lowest empty band differ by 1.0 meV, against 28 eV for the valence band. An inconsistent treatment therefore distorts the gap, not just the energy zero.

Subtracting \(a\xi(\mathbf k)\) from a level is also a statement about expectation values. If you diagonalize with the bare kernel, the large term projects onto \(u_{\mathbf q}\) of the nearby mesh point instead of \(u_{\mathbf k}\), and can distort the eigenvectors. In this wide-gap model the effect is small: at \(0.01b\) and \(0.03b\), once \(a\xi(\mathbf k)\) is subtracted from the valence level, the valence and conduction levels move by less than 1 meV.

**Q.** Can I avoid correcting each point and each band?

**A.** Yes, by removing the images before leaving the mesh. Cut the interaction off at radius \(R_c=L/2\). Its Fourier transform is

\[
v_c(K)=\int_{s<R_c}\frac{e^{-i\mathbf K\cdot\mathbf s}}{s}\,d^3s=\frac{4\pi}{K}\int_0^{R_c}\sin(Ks)\,ds=\frac{4\pi}{K^2}\,[1-\cos(KR_c)].
\]

For small \(K\), \(1-\cos(KR_c)\approx K^2R_c^2/2\), so \(v_c(0)=2\pi R_c^2\). No term is omitted, and mesh and band points use the same formula.

In real space, \(V_x\) now links points less than half a supercell apart, so each pair is counted through its nearest image. An operator of finite range has a smooth dependence on \(\mathbf k\). The price is that true exchange beyond \(R_c\) is lost, and near \(R_c\) the mesh density matrix still contains some of its nearest images. In an insulator \(\gamma\) decays exponentially, and both errors fall quickly as the mesh is refined. In a metal \(\gamma\) decays much more slowly and \(F\) jumps at the Fermi surface, so neither this argument nor the numbers here carry over. For a strongly elongated supercell a sphere fits poorly, and a cutoff shaped like the supercell is preferable.

**Q.** How do I know that the frozen operator is right off the mesh, and not merely smooth?

**A.** Use a point that belongs to another mesh. The point \((\tfrac13,0,0)b\) is on the \(3\times3\times3\) mesh, where its levels are self-consistent eigenvalues, but off the \(5\times5\times5\) mesh. The coarse calculation gives \(-20.6246\) and \(-4.4427\) eV for valence and conduction. The frozen fine-mesh operator gives \(-20.6219\) and \(-4.4418\) eV. The differences, 2.7 and 0.9 meV, include the change of density and cutoff radius between the two runs. This tests the interpolation and the mesh together, within the same plane-wave basis.

**Q.** I actually use a screened hybrid. Its kernel has no singularity, so may I return to the density?

**A.** Screening cures the second problem and leaves the first. With the interaction \(\operatorname{erfc}(\omega s)/s\), the kernel is

\[
v_\omega(K)=\frac{4\pi}{K^2}\left(1-e^{-K^2/4\omega^2}\right)\longrightarrow\frac{\pi}{\omega^2}\quad(K\to0),
\]

because the bracket tends to \(K^2/4\omega^2\). For \(\omega=0.11\) bohr\(^{-1}\) the limit is 259.6 hartree bohr\(^3\), finite but not negligible, and the \(\mathbf K=0\) term must be kept. In the model, evaluated with the orbitals of the truncated-kernel run, the screened valence contribution is \(-3.1669\) eV both at \(\Gamma\) and at \(0.01b\), so the spike is gone.

The mesh must still resolve a peak that falls to half its height at \(K\approx2.5\omega\). In real space, \(\omega L\) must be well above one for the images to be screened; here it is \(0.11\times30=3.3\). As \(\omega\to0\) the peak becomes the bare singularity and the earlier treatment is needed again. For any \(\omega\), the operator still contains \(\gamma(\mathbf r,\mathbf r')\), so you still need the occupied orbitals.

**Q.** Then my plan changes in two places. I keep the occupied orbitals, unfolded to the full mesh, and I use one Coulomb treatment that is valid at mesh and band points alike.

**A.** Yes. Before trusting the bands, place one point very close to a mesh point and one midway between mesh points, then repeat with a denser mesh. The first exposes an uncancelled pole; the second exposes the error of a constant correction where no spike gives it away. The numerical output below gives both points for the \(5\times5\times5\) mesh of this model; it does not include the repeat with a denser mesh.

## Numbers as computed

```
cell edge: 6.0 bohr; b: 1.04720 bohr^-1
cosine coefficient: 0.30 hartree
Fock fraction: 0.25; plane waves: 81
fine mesh points: 125; wedge points: 10
fine supercell edge L: 30.0 bohr; cutoff R: 15.0 bohr
Fock updates, coarse and fine: 5, 5
supercell check, full exchange: -16.075893 eV
plane-wave sum, full exchange: -16.075893 eV
k=(1/3,0,0): valence, conduction (eV)
  3x3x3 SCF, on mesh: -20.6246, -4.4427
  5x5x5 frozen, off mesh: -20.6219, -4.4418
5x5x5 hybrid bands: valence, conduction (eV)
  Gamma: -21.0777, 0.1193
  X: -20.4497, -5.3376
  R: -19.1395, -4.2812
direct gap at X, hybrid: 15.1120 eV
direct gap at X, density-only local: 12.4518 eV
exchange energy per cell, true orbitals: -16.1411 eV
exchange energy per cell, same-density set: -16.1988 eV
same-density energy difference: -0.0577 eV
valence Fock part at X, full mesh: -4.0244 eV
valence Fock part at X, unrotated wedge: -6.8630 eV
L*xi at mesh point: 2.837297 (dimensionless)
L*xi at R, reciprocal sum: 1.747565 (dimensionless)
L*xi at R, real-space sum: 1.747565 (dimensionless)
Valence Fock part near Gamma, mixed by 0.25 (eV)
k_x/b | truncated | bare | bare+const | bare+xi(k)
0.00 | -3.9997 | -3.3579 | -4.0013 | -4.0013
0.01 | -3.9998 | -32.2295 | -32.8729 | -3.9997
0.03 | -3.9999 | -6.5739 | -7.2173 | -3.9998
0.10 | -4.0011 | -3.8254 | -4.4688 | -4.0010
mixed pole term at k_x/b=0.01: -28.8722 eV
empty-band bare minus truncated there: -0.00104 eV
screening parameter: 0.11 bohr^-1
screened kernel at K=0: 259.636 hartree bohr^3
screened valence part, k_x/b=0: -3.1669 eV
screened valence part, k_x/b=0.01: -3.1669 eV
```
